# Transverse spin absorption in a ferromagnetic trilayer by spinor wave matching

A free-electron calculation for a 20 nm ferromagnetic layer between two normal metals gives two very different answers. An electron at normal incidence loses 1.3 % of its spin component along the initial transverse direction. Averaged over all angles of incidence, the loss is 96 %. The model has no disorder and no spin relaxation, so the difference must come from the coherent reflection and transmission of the two spin components. This note derives a scheme that computes both numbers and shows where it needs care.

## Model and matching equations

The layer occupies $0<x<d$. Its unit vector $\mathbf n$ is the majority-spin axis; the magnetic moment points the opposite way because the electron's charge is negative. The potential is $V_\uparrow$ or $V_\downarrow$ inside, for spin along $+\mathbf n$ or $-\mathbf n$, and zero in both leads. Put $\Delta=V_\downarrow-V_\uparrow$ and $c=2m/\hbar^2$, with one mass $m$ throughout. The interfaces are flat, so the transverse wave vector is conserved. The normal wave numbers are $k$ in the leads and

$$\kappa_\sigma=\sqrt{k^2-cV_\sigma},\qquad \mathrm{Im}\,\kappa_\sigma\ge 0$$

in the layer. An incident spinor $\chi$ produces a reflected spinor $R$ and a transmitted spinor $T$, the latter defined at $x=d$. With $u_\sigma$ the spin eigenvectors along $\mathbf n$ and $p_\sigma=e^{i\kappa_\sigma d}$, write the inner wave as

$$\sum_\sigma u_\sigma\left[a_\sigma e^{i\kappa_\sigma x}+b_\sigma e^{i\kappa_\sigma(d-x)}\right].$$

Each exponential is referred to the face where it starts, so neither can grow. Continuity of the wave and its derivative gives eight equations:

$$\chi+R=\sum_\sigma u_\sigma(a_\sigma+p_\sigma b_\sigma),\quad k(\chi-R)=\sum_\sigma u_\sigma\kappa_\sigma(a_\sigma-p_\sigma b_\sigma),$$

$$T=\sum_\sigma u_\sigma(p_\sigma a_\sigma+b_\sigma),\quad kT=\sum_\sigma u_\sigma\kappa_\sigma(p_\sigma a_\sigma-b_\sigma).$$

Projection on $u_\sigma$ splits them into two sets of four, because the layer has one spin axis. Several layers with different axes would keep the spins coupled.

## Solving one spin

Drop the spin label and set the incident amplitude to one. The sum and difference of the exit equations give $pa=T(\kappa+k)/2\kappa$ and $b=T(\kappa-k)/2\kappa$. Hence

$$b=-\rho pa,\qquad \rho=\frac{k-\kappa}{k+\kappa}.$$

Here $\rho$ is the reflection amplitude of a single interface. At the entrance, $k$ times the first equation plus the second removes $r$:

$$2k=(k+\kappa)a+(k-\kappa)pb.$$

Division by $k+\kappa$, with $2k/(k+\kappa)=1+\rho$, gives $1+\rho=a+\rho pb=a(1-\rho^2p^2)$. Then $T=pa+b=pa(1-\rho)$ and $r=a+pb-1=a(1-\rho p^2)-1$, so

$$T=\frac{(1-\rho^2)p}{1-\rho^2p^2},\qquad r=\frac{\rho(1-p^2)}{1-\rho^2p^2}.$$

In the numerator of $r$, the terms $\pm\rho^2p^2$ have cancelled.

For a real potential, $\psi''=(cV-k^2)\psi$ makes $\mathrm{Im}(\psi^*\psi'')=0$, so $\mathrm{Im}(\psi^*\psi')$ does not depend on $x$. It equals $k(1-|r|^2)$ on the left, where the cross terms $r^*e^{2ikx}-re^{-2ikx}$ are imaginary and drop out of the flux, and $k|T|^2$ on the right. Therefore

$$|r_\sigma|^2+|T_\sigma|^2=1$$

for each spin separately, even when its wave inside is evanescent.

## Spin current and absorbed spin

The spin current along $x$ is $\mathbf J=(\hbar^2/2m)\,\mathrm{Im}(\psi^\dagger\boldsymbol\sigma\psi')$. Choose axes 1 and 2 so that 1, 2, $\mathbf n$ are right-handed, and combine $J_+=J_1+iJ_2$. Since $\sigma_1+i\sigma_2=2|\uparrow\rangle\langle\downarrow|$,

$$J_+=\frac{\hbar^2}{2mi}\left(\psi_\uparrow^*\psi_\downarrow'-\psi_\uparrow'^*\psi_\downarrow\right).$$

Let the incident spinor have components $\alpha,\beta$. On the left,

$$\psi_\uparrow^*\psi_\downarrow'=ik\alpha^*\beta\,(1-r_\uparrow^*r_\downarrow-r_\downarrow e^{-2ikx}+r_\uparrow^*e^{2ikx}),$$

$$\psi_\uparrow'^*\psi_\downarrow=-ik\alpha^*\beta\,(1-r_\uparrow^*r_\downarrow+r_\downarrow e^{-2ikx}-r_\uparrow^*e^{2ikx}).$$

In the difference the interference terms cancel, because both spins have the same $k$ in the lead. With $v=\hbar k/m$ and incident transverse spin $s_+=2\alpha^*\beta$, the left current is $(\hbar/2)vs_+(1-r_\uparrow^*r_\downarrow)$. The right current is $(\hbar/2)vs_+T_\uparrow^*T_\downarrow$. The layer keeps the difference, $(\hbar/2)vs_+A$, where

$$A=1-r_\uparrow^*r_\downarrow-T_\uparrow^*T_\downarrow.$$

Multiplying $s_+$ by $i$ turns it by $90^\circ$ about $\mathbf n$. In units of $(\hbar/2)v$ the deposited spin is thus

$$\mathrm{Re}A\;\mathbf s_\perp+\mathrm{Im}A\;\mathbf n\times\mathbf s_\perp.$$

The first part is damping-like, the second field-like. No spin along $\mathbf n$ is deposited, by the unitarity of each spin. Unitarity also gives

$$\mathrm{Re}A=\tfrac12\left(|r_\uparrow-r_\downarrow|^2+|T_\uparrow-T_\downarrow|^2\right),$$

since expanding the squares yields $\frac12[2-2\mathrm{Re}(r_\uparrow^*r_\downarrow+T_\uparrow^*T_\downarrow)]$. The result is never negative. By the Cauchy–Schwarz inequality it cannot exceed 2, the value for a reversed transverse spin.

The mechanism appears on differentiating $J_+$ inside the layer. With $c\hbar^2/2m=1$,

$$\frac{dJ_+}{dx}=-i\Delta\,\psi_\uparrow^*\psi_\downarrow,\qquad \hbar vA=i\Delta\int_0^d\varphi_\uparrow^*\varphi_\downarrow\,dx,$$

where $\varphi_\sigma$ is the wave for unit incident amplitude. The absorbed spin is the accumulated exchange precession. It vanishes at $d=0$, where there is no volume to exert a torque, and for any $d$ if $\Delta=0$.

## Thin layers

Dividing the slab formulas gives

$$\frac1T=\cos\kappa d-i\frac{k^2+\kappa^2}{2k\kappa}\sin\kappa d,\qquad \frac rT=-i\frac{k^2-\kappa^2}{2k\kappa}\sin\kappa d.$$

Let $\beta_\sigma=cV_\sigma d/2$. To first order in $d$ at fixed $k>0$, $r_\sigma=-i\beta_\sigma/k$ and $T_\sigma=1+ikd-i\beta_\sigma/k$. Both spin differences equal $i(\beta_\downarrow-\beta_\uparrow)/k$. Using $\hbar v=2k/c$,

$$\mathrm{Im}A\simeq\frac{\Delta d}{\hbar v},\qquad \mathrm{Re}A\simeq\left(\frac{\Delta d}{\hbar v}\right)^2.$$

The first follows from the volume integral with $\varphi_\sigma\to1$. The field-like part therefore appears first.

This expansion fails at grazing incidence, where $k$ is comparable with $\beta_\sigma$. There one keeps $\beta_\sigma/k$ and drops the small terms in $kd$: $T_\sigma=k/(k+i\beta_\sigma)$ and $r_\sigma=-i\beta_\sigma/(k+i\beta_\sigma)$. Then

$$1-A=\frac{k^2+\beta_\uparrow\beta_\downarrow}{(k-i\beta_\uparrow)(k+i\beta_\downarrow)},\qquad \mathrm{Re}A=\frac{k^2(\beta_\downarrow-\beta_\uparrow)^2}{(k^2+\beta_\uparrow^2)(k^2+\beta_\downarrow^2)}.$$

## Average over channels

Assume that the source raises the occupation equally for all incident directions in a narrow energy window. Each transverse wave vector then carries the same flux, and the average is over the disc of radius $k_F$. With transverse wave number $q$, $q^2=k_F^2-k^2$ and $q\,dq=-k\,dk$, so

$$\langle A\rangle=\frac{2}{k_F^2}\int_0^{k_F}A(k)\,k\,dk.$$

For a thin layer the leading imaginary part is $c\Delta d/k_F=k_Fd\,\Delta/E_F$. For the real part put $w=k^2$ and use

$$\frac{w}{(w+\beta_\uparrow^2)(w+\beta_\downarrow^2)}=\frac{1}{\beta_\downarrow^2-\beta_\uparrow^2}\left[\frac{\beta_\downarrow^2}{w+\beta_\downarrow^2}-\frac{\beta_\uparrow^2}{w+\beta_\uparrow^2}\right].$$

Integration gives

$$\mathrm{Re}\langle A\rangle\simeq\frac{(\beta_\downarrow-\beta_\uparrow)^2}{k_F^2(\beta_\downarrow^2-\beta_\uparrow^2)}\left[\beta_\downarrow^2\ln\!\left(1+\frac{k_F^2}{\beta_\downarrow^2}\right)-\beta_\uparrow^2\ln\!\left(1+\frac{k_F^2}{\beta_\uparrow^2}\right)\right].$$

Because $\beta_\sigma\propto d$, this falls as $d^2\ln(1/d)$, more slowly than in any fixed channel. The averaged torque still vanishes at zero thickness.

## Thick layers

Write $r=\rho-\rho(1-\rho^2)p^2/(1-\rho^2p^2)$ and expand the denominators in powers of $\rho^2p^2$, one power per internal round trip. For propagating waves, every product containing $p_\sigma$ has a phase that varies with $k$ and grows with $d$, so its average tends to zero. Evanescent waves have $p_\sigma\to0$. The expansion converges slowly near a cutoff $\kappa_\sigma=0$, but such an interval can be made small and $|A|\le2$. What remains is

$$A_\infty=1-\langle\rho_\uparrow^*\rho_\downarrow\rangle.$$

The largest remainder in the example comes from single passage, $T_\uparrow^*T_\downarrow\approx Fe^{i(\kappa_\downarrow-\kappa_\uparrow)d}$ with $F=(1-\rho_\uparrow^2)(1-\rho_\downarrow^2)$. Since $d\kappa/dk=k/\kappa$, integration by parts at the end $k=k_F$ gives

$$\langle A\rangle-A_\infty\approx\frac{iL}{d}e^{-i(\kappa_\uparrow-\kappa_\downarrow)d},\qquad L=\frac{2F}{k_F^2(1/\kappa_\downarrow-1/\kappa_\uparrow)},$$

evaluated at normal incidence.

This $1/d$ law is not the ultimate one. A term with one extra majority round trip has phase $(\kappa_\downarrow-3\kappa_\uparrow)d$, stationary where $\kappa_\uparrow=3\kappa_\downarrow$. A stationary point contributes as $d^{-1/2}$. With the parameters below it exists, but its weight contains $\rho_\uparrow^2\approx0.0025$. The term is about $2\times10^{-4}(\mathrm{nm}/d)^{1/2}$ and overtakes $L/d$ only near $d\sim10^7$ nm, far beyond any ballistic layer.

## Pseudocode

```
slab(k, V, d):
    kap = sqrt(k*k - c*V)             # Im(kap) >= 0
    if abs(kap)*max(d, 1/k) is tiny:
        z = i*k*d/2
        return -z/(1-z), 1/(1-z)      # r, T
    rho = (k-kap)/(k+kap);  p = exp(i*kap*d)
    D = 1 - rho^2*p^2
    return rho*(1-p^2)/D, (1-rho^2)*p/D

absorbed(k, d):
    ru, Tu = slab(k, Vup, d);  rd, Td = slab(k, Vdn, d)
    return 1 - conj(ru)*rd - conj(Tu)*Td

average(d):
    split [0, kF] at sqrt(c*Vup) and sqrt(c*Vdn)
    on each [a,b]: k = a + (b-a)*sin^2(pi*u/2)
    panel edges u = x*(0.1+0.9*x), x uniform on [0,1]
    return (2/kF^2) * Gauss sum of absorbed(k,d)*k*dk/du
```

The splitting assumes $0<V_\uparrow<V_\downarrow<E_F$. The special case follows from $\rho\approx1-2\kappa/k$ and $p\approx1+i\kappa d$: numerator and denominator of each amplitude then share a factor $\kappa$. Gauss points avoid $k=0$.

## Cost, stability and failure modes

One thickness costs two slab evaluations per node. With 16 Gauss points per panel and 120 panels in each of three intervals, there are $3\times120\times16=5760$ nodes. These settings produce the averages below, except at 80 nm, where 2000 panels per interval are used.

**Narrow resonances.** Near a cutoff $\rho^2\approx e^{-4\kappa/k}$. The condition $\rho^2p^2=1$ then puts resonances near $\kappa=j\pi/d$, $j=1,2,\dots$, with half-width $2\kappa/(kd)$. For 80 nm and the minority cutoff $k=8.1\ \mathrm{nm^{-1}}$, the first lies at $0.039\ \mathrm{nm^{-1}}$ and has half-width $1.2\times10^{-4}\ \mathrm{nm^{-1}}$. A uniform mesh in $u$ can step over it. The grading makes the mesh ten times finer at the cutoff, but the width still shrinks as $d^{-2}$, so resolving every resonance with this fixed grading eventually takes a number of panels that grows as $d^2$. With panels refined around each resonance, the number grows roughly in proportion to $d$. For a fixed accuracy of the average fewer suffice, because the narrowest resonances also carry little weight.

**Overflow.** A transfer matrix contains $e^{|\kappa|d}$. At 80 nm a grazing minority wave has $|\kappa|d\approx650$, close to the limit of double precision, and a product of two such factors exceeds it. The form above contains no growing exponential.

**Cancellation.** For a very thin layer, the formula for $A$ obtains a small $\mathrm{Re}A$ by subtracting from one a number close to one. The sum-of-squares identity loses fewer digits, but holds for real potentials only.

**Unequal leads.** If the exit lead has another wave number $k'$, the transmitted product needs the flux factor $\mathrm{Re}\,k'/k$, which is zero when the exit wave is evanescent, and the slab amplitudes must be rederived.

## Worked example

Take $E_F=7$ eV, $V_\uparrow=0.5$ eV and $V_\downarrow=2.5$ eV, with the free-electron mass. Then $c=26.25\ \mathrm{eV^{-1}nm^{-2}}$ and $k_F=\sqrt{26.25\times7}=13.55\ \mathrm{nm^{-1}}$. At normal incidence $\kappa_\uparrow=13.06$ and $\kappa_\downarrow=10.87\ \mathrm{nm^{-1}}$, so the precession period is $2\pi/(\kappa_\uparrow-\kappa_\downarrow)=2.864$ nm. The minority wave is evanescent for $k^2<cV_\downarrow$, a fraction $V_\downarrow/E_F=36\,\%$ of channels.

For $d=2$ nm at normal incidence, the amplitudes are

$$r_\uparrow=0.0259-0.0170i,\quad T_\uparrow=0.5478+0.8360i,$$
$$r_\downarrow=0.0145+0.0543i,\quad T_\downarrow=-0.9645+0.2580i.$$

The majority probabilities are $0.00096+0.99904=1$, the minority ones $0.00316+0.99684=1$. The products are $r_\uparrow^*r_\downarrow=-0.0005+0.0017i$ and $T_\uparrow^*T_\downarrow=-0.3127+0.9477i$. Thus $A=1.313-0.949i$: almost nothing is reflected, and the torque comes from the phase difference of the transmitted waves.

| $d$ (nm) | $A$, normal incidence | $\langle A\rangle$ |
|---|---|---|
| 0 | 0 | 0 |
| 0.1 | $0.034+0.206i$ | $0.117+0.307i$ |
| 0.5 | $0.561+0.882i$ | $0.977+0.664i$ |
| 1 | $1.565+0.791i$ | $1.383+0.167i$ |
| 2 | $1.313-0.949i$ | $0.779-0.123i$ |
| 5 | $1.038-0.979i$ | $0.836+0.052i$ |
| 10 | $1.969+0.046i$ | $0.975+0.023i$ |
| 20 | $0.013-0.119i$ | $0.956+0.124i$ |

At 0.1 nm the single-channel estimate is $\Delta d/\hbar v=26.25\times2\times0.1/(2\times13.55)=0.194$, with square 0.037, close to the second column. The averaged real part is over three times larger. Its thin-layer formula, with $\beta_\uparrow=0.66$ and $\beta_\downarrow=3.28\ \mathrm{nm^{-1}}$, gives 0.10. The leading averaged imaginary part, 0.39, overshoots the tabulated 0.307. Keeping $\beta_\sigma/k$, with $\beta_\downarrow/k_F$ already 0.24, lowers it to 0.28; the rest of the gap comes from the dropped terms in $kd$, which are not small here because $k_Fd=1.36$.

On a scan with 0.05 nm steps up to 30 nm, $\mathrm{Re}\langle A\rangle$ peaks at 1.00 nm. A value above one means that the outgoing spin current has, on balance, a reversed transverse component. At normal incidence half a precession takes 1.43 nm. For oblique propagating waves $\kappa_\uparrow-\kappa_\downarrow=c\Delta/(\kappa_\uparrow+\kappa_\downarrow)$ is larger and precession faster, which is consistent with the earlier peak.

The opening contrast now has its explanation. Twenty nanometres are $20/2.864=6.98$ periods, so the normal-incidence spin leaves almost as it entered. In 36 % of the channels the minority wave is evanescent and almost none of it reaches the exit; since $T_\uparrow^*T_\downarrow$ needs both components, these channels transmit almost no transverse spin. The remaining channels have different precession periods, and their transmitted spins largely cancel. Little transverse spin returns by reflection either: the average of $r_\uparrow^*r_\downarrow$ is $0.038-0.090i$. The limit is $A_\infty=0.962+0.090i$. Its imaginary part comes from channels with an evanescent minority wave, since $\rho_\uparrow$ and $\rho_\downarrow$ are real when both waves propagate. On the scan, the last point at which $|\langle A\rangle-A_\infty|$ exceeds 10 % of $|A_\infty|$ is 6.95 nm. The remainder formula has $L=0.696$ nm. At 80 nm it predicts a distance of $0.696/80=0.0087$ from the limit, and the integral gives the same to two figures.

For the torque, let a fully polarized one-way incident current of $10\ \mathrm{MA/cm^2}$ carry spin perpendicular to $\mathbf n$. Its spin flux is $\hbar j/2e=32.9\ \mathrm{\mu J/m^2}$. For $d=2$ nm, multiplication by $\langle A\rangle$ gives $25.6$ damping-like and $-4.1\ \mathrm{\mu J/m^2}$ field-like. With magnetization $M_s=1400$ kA/m, $M_sd=2.8\times10^{-3}$ A, and division gives 9.2 and $-1.5$ mT. These signs are those of the torque coefficients. Because the moment points along $-\mathbf n$, the equivalent fields are 9.2 mT along $\mathbf n\times\mathbf s$ and 1.5 mT along $+\mathbf s$, where $\mathbf s$ is the direction of the incident spin.

## Beside a real spin valve

Copper/cobalt/copper spin valves have cobalt layers a few nanometres thick, and the example covers that range. Its two potentials are illustrative free-electron values, not fitted to the bands or the measured interface resistances of these metals, so the numbers are not predictions for such a device. Full transverse polarization is an idealization: at polarization $P$ and angle $\theta$ to $\mathbf n$, the torque is multiplied by $P\sin\theta$. The most damaging assumption among those sized here is ballistic motion. Assume rough mean free paths $\ell_\uparrow=5$ nm and $\ell_\downarrow=1$ nm, and replace $V_\sigma$ by $V_\sigma-i\kappa_\sigma/(c\ell_\sigma)$, with $\kappa_\sigma$ at normal incidence. The intensity there decays as $e^{-x/\ell_\sigma}$. If scattered electrons leave all their transverse spin in the layer, $\langle A\rangle$ at 2 nm becomes $0.921+0.003i$, a change of 24 % relative to $|\langle A\rangle|$. At 20 nm the same mean free paths raise the normal-incidence loss from 1.3 % to 99.8 %, while the average loss stays near 95 %. The opening contrast therefore belongs to the ballistic model and would not survive in a layer with such scattering.

Other changes, on the same measure and at 2 nm, are smaller. An equal mixture of thicknesses 1.8, 2.0 and 2.2 nm gives 2.8 %. A doubled minority mass at unchanged $\kappa_\downarrow$, which halves $\kappa_\downarrow$ in the derivative matching, gives 2.6 %. Averaging over the thermal energy window at 300 K gives 0.01 %. Spin relaxation over an assumed length of 40 nm would reduce the transmitted transverse spin by about $2/40=5\,\%$, which changes $\langle A\rangle$ by less than 2 %. Cobalt's real $d$ bands, and electrons returning from a second magnet, are outside these estimates.
